# Why does a spin-2 iron adatom show three tunnelling thresholds, not four?

## Question

I am working on an exercise about an iron adatom under a scanning tunnelling microscope. The adatom has spin $S=2$ and the Hamiltonian

$$H=DS_z^2+E\,(S_x^2-S_y^2),\qquad D=-1.55\ \text{meV},\quad E=0.31\ \text{meV}.$$

I am asked to diagonalize it and show that inelastic tunnelling opens at 0.18, 3.90 and 5.76 meV. A spin 2 has five levels, and my numerical diagonalization finds them all distinct, so I get four gaps from the ground state. Three agree with the exercise. The fourth is about 6.56 meV and isn't in the list.

My first idea was $\Delta m=0,\pm1$, but $m$ is not a good quantum number once $E\neq0$. The ground state and the top state both contain $m=\pm2$ and $m=0$, so I would expect $S_z$ to connect them. Is the fourth step merely weak because $E$ is small, or is it really absent? And could anything make it appear?

## Answer

It is absent in this model, for any size of $E$, provided that there is no magnetic field, the adatom starts in its ground state, and the tunnelling electron acts on the spin once, through an exchange coupling linear in $\mathbf S$. You are right that both states contain the same $m$ components. Their contributions to the $S_z$ matrix element cancel.

### The five levels

I take $S$ as dimensionless and energies in meV, so a threshold $\Delta$ in meV is a bias of the same number in mV. With $S_\pm=S_x\pm iS_y$,

$$S_+^2+S_-^2=2(S_x^2-S_y^2),\qquad H=DS_z^2+\tfrac E2(S_+^2+S_-^2).$$

The second term changes $m$ by $\pm2$, so even and odd $m$ do not mix. Define

$$|2s\rangle,|2a\rangle=\frac{|2\rangle\pm|{-2}\rangle}{\sqrt2},\qquad |1s\rangle,|1a\rangle=\frac{|1\rangle\pm|{-1}\rangle}{\sqrt2}.$$

From $S_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle$ we need two elements:

$$\langle1|S_+^2|{-1}\rangle=\sqrt6\,\sqrt6=6,\qquad \langle2|S_+^2|0\rangle=\sqrt6\cdot2=2\sqrt6.$$

The first gives a coupling $3E$ between $m=1$ and $m=-1$. Hence $|1s\rangle$ has energy $D+3E$ and $|1a\rangle$ has $D-3E$.

The second gives a coupling $\sqrt6E$ between $|0\rangle$ and each of $|\pm2\rangle$. In $|2a\rangle$ the two couplings cancel, leaving the energy $4D$. In $|2s\rangle$ they add to $2\sqrt6E/\sqrt2=2\sqrt3E$. The remaining block, in the order $(|2s\rangle,|0\rangle)$, is

$$\begin{pmatrix}4D&2\sqrt3E\\2\sqrt3E&0\end{pmatrix}
=2D+\begin{pmatrix}2D&2\sqrt3E\\2\sqrt3E&-2D\end{pmatrix}.$$

The last matrix is traceless and its square is $4D^2+12E^2$ times the identity. The block energies are therefore

$$2D\pm2R,\qquad R=\sqrt{D^2+3E^2}.$$

The ground energy is $2D-2R$. Subtracting it from the others, with $D=-|D|$, gives

| State | Gap | Value (meV) |
|---|---|---|
| $2a$ | $2R-2\lvert D\rvert$ | 0.181 |
| $1a$ | $2R+\lvert D\rvert-3E$ | 3.901 |
| $1s$ | $2R+\lvert D\rvert+3E$ | 5.761 |
| top | $4R$ | 6.561 |

Here $R=1.6404$ meV. For example, the second gap is $3.281+1.55-0.93=3.901$ meV. The order holds for $0<E<|D|$: then $4D<D-3E$, and $4R^2-(|D|+3E)^2=3(|D|-E)^2>0$ puts the top state above $1s$.

### What the electron can do to the spin

In lowest order the tunnelling electron, with spin $\mathbf s$, acts through

$$u+J_t\,\mathbf S\cdot\mathbf s .$$

The scalar part $u$ cannot change the adatom state, because different eigenstates are orthogonal. It gives elastic current. For unpolarized electrons, sum the exchange part over both electron spin states before and after. Since $\mathrm{Tr}(s_as_b)=\delta_{ab}/2$,

$$\sum_{\sigma\sigma'}|\langle n\sigma'|\mathbf S\cdot\mathbf s|g\sigma\rangle|^2=\frac{w_n}{2},\qquad
w_n=\sum_{a=x,y,z}|\langle n|S_a|g\rangle|^2 .$$

For constant electrode densities of states at zero temperature, the electron has an energy window $eV-\Delta_n$ in which to excite level $n$. The inelastic current is proportional to $w_n(eV-\Delta_n)$ above threshold, so $dI/dV$ has a step proportional to $w_n$. Reversing the bias gives steps at $-\Delta_n$.

### The four weights

Write the two block states as

$$|g\rangle=c|2s\rangle+s|0\rangle,\qquad |t\rangle=-s|2s\rangle+c|0\rangle,$$

with $c=\cos\theta$ and $s=\sin\theta$. The energy of $g$ relative to $2D$ is $-2|D|\cos2\theta+2\sqrt3E\sin2\theta$. Its minimum, $-2R$, is at

$$\cos2\theta=\frac{|D|}{R}=0.945,\qquad \sin2\theta=-\frac{\sqrt3E}{R}=-0.327,$$

so $c=0.986$ and $s=-0.166$. The ladder operators give

$$S_x|2s\rangle=|1s\rangle,\quad S_x|0\rangle=\sqrt3|1s\rangle,$$
$$S_y|2s\rangle=i|1a\rangle,\quad S_y|0\rangle=-i\sqrt3|1a\rangle,$$
$$S_z|2s\rangle=2|2a\rangle,\quad S_z|0\rangle=0 .$$

Therefore

$$S_x|g\rangle=(c+\sqrt3s)|1s\rangle,\quad S_y|g\rangle=i(c-\sqrt3s)|1a\rangle,\quad S_z|g\rangle=2c|2a\rangle .$$

Each spin component leads to one excited state, and none leads to $t$. Squaring, with $c^2=(1+\cos2\theta)/2$, $s^2=(1-\cos2\theta)/2$ and $2sc=\sin2\theta$:

$$w_{2a}=4c^2=2+\frac{2|D|}{R}=3.89,$$
$$w_{1a}=c^2+3s^2-2\sqrt3sc=2-\frac{|D|}{R}+\frac{3E}{R}=1.62,$$
$$w_{1s}=c^2+3s^2+2\sqrt3sc=2-\frac{|D|}{R}-\frac{3E}{R}=0.49,$$
$$w_t=0 .$$

The three visible steps take 65, 27 and 8 percent of the inelastic weight. Completeness confirms the count: summed over all final states, the weight is $\langle g|\mathbf S^2|g\rangle=S(S+1)=6$. The elastic part vanishes because $\langle g|S_a|g\rangle=0$, and the three weights already add to 6.

### Why your $S_z$ argument fails

Your argument counts components but not their signs. Both states have equal amplitudes on $m=2$ and $m=-2$: 0.697 in $g$ and 0.117 in $t$. So

$$\langle t|S_z|g\rangle=2(0.1174)(0.6973)-2(0.1174)(0.6973)=0.1637-0.1637=0 .$$

Each part is nonzero, so this is a cancellation and not a small overlap. Meanwhile $S_x$ and $S_y$ change $m$ by one and cannot join two even-$m$ states.

The same result follows from symmetry. $H$ is unchanged by half turns about $x$, $y$ and $z$. Both $g$ and $t$ have sign $+1$ under all three. Each $S_a$ changes sign under the half turns about the other two axes, so its matrix element between $g$ and $t$ equals minus itself.

This argument does not need a purely quadratic $H$, only one that keeps the three half turns. A quartic term of lower symmetry can lift the zero without any field: adding $0.01\ \text{meV}\times(S_z^3S_x+S_xS_z^3)$ gives a fourth weight of about $3.5\times10^{-4}$. Terms that keep the half turns cannot. Adding $0.01\ \text{meV}\times S_z^4$ changes the gaps to 0.185, 3.755, 5.615 and 6.410 meV, but the fourth weight remains zero. It also remains zero in a test that further adds $0.002\ \text{meV}\times(S_+^4+S_-^4)$.

Two cases show that small $E$ is not the reason:

- As $E\to0^+$, the gaps tend to $0$, $3|D|$, $3|D|$ and $4|D|$, with weights 4, 1, 1 and 0. The top state becomes $|0\rangle$, and your $\Delta m$ rule then suffices to exclude it.
- At $E=|D|/3$, $R=2|D|/\sqrt3$ and the weights are 3.73, 2.00, 0.27 and 0. The $m=0$ share of the ground state, $s^2$, is now 0.067 instead of the 0.028 in your exercise, but the fourth step is still absent.

### A magnetic field brings it back

A field along axis $a$ adds $hS_a$, with $h=g_e\mu_BB$. It breaks the half-turn symmetry about the other two axes. Let $m_a$ be the one state that $S_a$ reaches from $g$: $1s$, $1a$ or $2a$ for $x$, $y$ or $z$. Acting on $t$ gives the same three states:

$$S_x|t\rangle=(\sqrt3c-s)|1s\rangle,\quad S_y|t\rangle=-i(\sqrt3c+s)|1a\rangle,\quad S_z|t\rangle=-2s|2a\rangle .$$

First-order corrections to $g$ and $t$ each supply one term:

$$\langle t|S_a|g\rangle\simeq hP_a\left[\frac1{E_g-E_{m_a}}+\frac1{E_t-E_{m_a}}\right],\qquad P_a=\langle t|S_a|m_a\rangle\langle m_a|S_a|g\rangle .$$

Multiplying out the amplitudes,

$$P_x=\sqrt3\cos2\theta+\sin2\theta=1.309,$$
$$P_y=\sin2\theta-\sqrt3\cos2\theta=-1.964,$$
$$P_z=-2\sin2\theta=0.655 .$$

The weight thus starts as $B^2$. With $g_e=2$ and $B=0.01$ T, the square of this amplitude agrees with the diagonalized weight to within 1 percent for each axis.

At 1 T, full diagonalization gives fourth-step weights of 0.021, 0.0007 and 0.031 for fields along $x$, $y$ and $z$. Compared with the zero-field third step, 0.49, these are about 4, 0.15 and 6 percent.

The energy denominators explain why $y$ is so weak. For $x$ the bracket is $-1/5.761+1/0.801=1.075\ \text{meV}^{-1}$; for $y$ it is $-1/3.901+1/2.661=0.12\ \text{meV}^{-1}$, because both terms are fairly small and about two thirds of the larger one is cancelled. Along $z$ the 0.181 meV denominator makes the initial growth fastest. It also ends the small-field regime early: the linear formula would make the $z$ weight about six times the $x$ weight, whereas at 1 T the ratio is 1.5.

### Temperature and current

At finite temperature, put $x=eV-\Delta$. The rate needs a filled initial state and an empty final state. The identity

$$f(\varepsilon)[1-f(\varepsilon+x)]=\frac{f(\varepsilon)-f(\varepsilon+x)}{1-e^{-x/k_BT}}$$

and $\int[f(\varepsilon)-f(\varepsilon+x)]d\varepsilon=x$ give a channel current proportional to $x/(1-e^{-x/k_BT})$. Its second derivative is a peak of full width $5.44k_BT$ at half maximum.

At 0.5 K this is 0.234 meV. The third and fourth gaps differ by 0.801 meV, so thermal smearing alone would not hide a fourth step of comparable height. The width would equal that separation at 1.7 K. The lowest step is more delicate: its width exceeds its own threshold, although the features at $+0.181$ and $-0.181$ mV are still 0.361 mV apart.

An adatom already in $2a$ can reach $t$ through $S_z$, with weight $4s^2=0.110$. This threshold is 6.381 meV, not 6.561 meV. At 0.5 K the thermal population of $2a$ is 0.015, so without pumping by the current the effective weight is 0.0016, about 0.3 percent of the third step. In a weak field (below about 0.3 T along $z$, and at least up to 3 T along $x$ or $y$) the two energies still differ by less than the thermal width, so position alone would be a poor way to tell this hot line from a field-induced fourth step.

Current can also populate excited states. To estimate this, let the adatom couple to substrate electrons by $J_s\mathbf S\cdot\mathbf s$, with density of states $\rho$ per spin. There are $\rho^2\Delta$ electron-hole pairs per unit energy at excitation energy $\Delta$, so the zero-temperature golden rule gives

$$\frac{\hbar}{\tau_i}=2\pi(J_s\rho)^2\sum_{f<i}\frac{w_{fi}}2(E_i-E_f).$$

I choose $J_s\rho=0.05$. For $2a$ this gives $2\pi(0.0025)(1.945)(0.1807)=0.0055$ meV, or a lifetime of 119 ps. The higher levels live about 8 ps and have widths near 0.08 meV.

Each tunnelling electron can cause at most one visit to a given level, either directly or during the decay that follows. The current-induced population is therefore at most $I\tau/e$. At 0.1 nA the bound is 0.074 for $2a$ and 0.005 for $1a$. For $2a$ this can exceed the thermal population at 0.5 K. It would add at most $0.074\times0.110=0.008$ to the effective weight of the hot line, about 1.7 percent of the third step. From $1a$, the top state is only 2.661 meV away, with weight 2.38. This can add current once $1a$ is populated, but it does not create a threshold at 6.561 meV.

### How far to trust this for a real adatom

The values of $D$ and $E$ come from your exercise. The values of $g_e$, $J_s\rho$ and the quartic term are my choices, not measurements. The lifetime scales as $(J_s\rho)^{-2}$, so halving that coupling makes it, and the pumping bound, four times larger. The anisotropy is also only an effective description of the adatom in its surroundings: the small quartic term above moved the second threshold by about 0.15 meV.

The zero also relies on the coupling being linear in $\mathbf S$. A tunnelling term containing $S_x^2-S_y^2$ is unchanged by all three half turns, so it could connect $g$ to $t$ in a single event. The model here leaves such terms out.

The single-event assumption is not exact either. Two exchange events can connect $g$ to $t$ through the intermediate state $m_a$, with spin product $P_a$. If one electron scatters twice, the three paths carry the same electron-spin factor $s_a^2=1/4$. Since $P_x+P_y+P_z=0$, they would cancel if the three intermediate levels had equal energy. The levels differ, so in general a remainder is left. Its weight carries a factor $(J_s\rho)^2=0.0025$, and the near cancellation makes the prefactor small. For flat bands at zero temperature the effective weight at threshold is $\tfrac14(J_s\rho)^2\big(\sum_aP_a\ln[(\Delta_t-\Delta_{m_a})/\Delta_{m_a}]\big)^2\approx0.06\,(J_s\rho)^2$, about $1.6\times10^{-4}$, and it falls quickly at higher bias. For your exercise, the answer is three allowed thresholds and a fourth level forbidden by symmetry. The numerical output below lists the main values.

## Numbers as computed

```
D = -1.55 meV, E = 0.31 meV, R = 1.64037 meV
level 0: energy -6.38073 meV
level 1: energy -6.20000 meV
level 2: energy -2.48000 meV
level 3: energy -0.62000 meV
level 4: energy 0.18073 meV
excited state 1: gap 0.18073 meV, weight 3.8898, share 0.6483
excited state 2: gap 3.90073 meV, weight 1.6220, share 0.2703
excited state 3: gap 5.76073 meV, weight 0.4881, share 0.0814
excited state 4: gap 6.56146 meV, weight 0.0000, share 0.0000
sum of inelastic weights = 6.0000
cos(2 theta) = 0.9449, sin(2 theta) = -0.3273
ground: c = 0.9861, s = -0.1660
ground amplitudes m=2..-2: 0.6973 0.0000 -0.1660 0.0000 0.6973
top amplitudes m=2..-2: 0.1174 0.0000 0.9861 0.0000 0.1174
<top|Sz|ground>: m=+2 part 0.1637, m=-2 part -0.1637
half-turn signs x,y,z of level 0: +1 +1 +1
half-turn signs x,y,z of level 1: -1 -1 +1
half-turn signs x,y,z of level 2: -1 +1 -1
half-turn signs x,y,z of level 3: +1 -1 -1
half-turn signs x,y,z of level 4: +1 +1 +1
field products Px, Py, Pz: 1.3093 -1.9640 0.6547
1 T along x, g = 2.0: fourth gap 6.6177 meV, weight 0.02147
1 T along y, g = 2.0: fourth gap 6.5790 meV, weight 0.00072
1 T along z, g = 2.0: fourth gap 6.7170 meV, weight 0.03134
quartic term 0.01 meV * Sz^4: gaps 0.185 3.755 5.615 6.410 meV
T = 0.5 K: kT = 0.0431 meV
thermal line width = 5.439 kT = 0.234 meV
distance from third to fourth gap = 0.801 meV
temperature where width equals that distance = 1.71 K
thermal population of level 1 = 0.0149
hot line 1 -> 4: gap 6.3807 meV, weight 0.1102
hot line weight times population = 0.00164
line 2 -> 4: gap 2.6607 meV, weight 2.3780
assumed J*rho = 0.05, (J*rho)^2 = 0.0025
level 1: decay width 0.0055 meV, lifetime 119.21 ps
level 2: decay width 0.0789 meV, lifetime 8.34 ps
level 3: decay width 0.0805 meV, lifetime 8.17 ps
level 4: decay width 0.0773 meV, lifetime 8.51 ps
current 0.1 nA: pumped population of level 1 < 0.0744
same current: pumped population of level 2 < 0.00521
```
